# A failing check and its repair

Subject: One 13CO in an octahedral hexacarbonyl: three fixed modes, three mixed.

```python
"""
Result under test: in octahedral M(CO)6 with one 13CO, the CO-factored
harmonic model leaves three CO stretching modes unchanged (B1 + E of C4v).
The other three form one A1 block whose levels f solve
    1 = eps * f * sum_j w_j / (F_j - f),
with w = 1/6, 1/3, 1/2 for the parents A1g, Eg, T1u.

Symbols: k, kt, kc = CO stretching, trans and cis interaction constants (N/m);
G = 1/m_C + 1/m_O; f = (2 pi c nu)^2 / G(12CO); rho = G(13CO)/G(12CO);
eps = 1/rho - 1; F_j = parent level; site 0 = labelled CO on +z, site 1 = trans.
A 13-atom harmonic model then sizes the neglect of M-C stretches and bends.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

amu = const.atomic_mass
m_c12, m_c13, m_o16, m_metal = 12.0, 13.003355, 15.994915, 95.95
G12 = (1 / m_c12 + 1 / m_o16) / amu
G13 = (1 / m_c13 + 1 / m_o16) / amu
rho = G13 / G12
eps = 1 / rho - 1
k, kt, kc = 1650.0, 60.0, 25.0

directions = np.array([[0, 0, 1], [0, 0, -1], [1, 0, 0],
                       [-1, 0, 0], [0, 1, 0], [0, -1, 0]], float)


def wavenumber(lam):
    """Wavenumber in cm^-1 from squared angular frequency in s^-2."""
    return np.sqrt(lam) / (2 * np.pi * const.c * 100)


def site_force_matrix(k_self, k_trans, k_cis):
    """Interaction constants assigned from the angles between CO groups."""
    cosine = directions @ directions.T
    return np.where(cosine > 0.5, k_self,
                    np.where(cosine < -0.5, k_trans, k_cis))


def solve_sites(force, g_label):
    """Eigenvalues, mass-weighted vectors and stretch vectors."""
    root_g = np.sqrt(np.array([g_label] + [G12] * 5))
    lam, vec = np.linalg.eigh(root_g[:, None] * force * root_g[None, :])
    return lam, vec, root_g[:, None] * vec


def secular_roots(level_t, level_e, level_a):
    """Roots for parents ordered T1u < Eg < A1g, one per bracket."""
    levels = np.array([level_t, level_e, level_a])
    weights = np.array([1 / 2, 1 / 3, 1 / 6])

    def cubic(f):
        gaps = (levels - f) / levels[0]
        others = np.array([gaps[1] * gaps[2], gaps[0] * gaps[2],
                           gaps[0] * gaps[1]])
        return np.prod(gaps) - eps * f / levels[0] * np.dot(weights, others)

    edges = [rho * levels[0], *levels]
    return np.array([brentq(cubic, edges[i], edges[i + 1], xtol=1e-11)
                     for i in range(3)])


# Parent levels and their weights on a single site
force = site_force_matrix(k, kt, kc)
F_A, F_E, F_T = k + kt + 4 * kc, k + kt - 2 * kc, k - kt
parent_f, parent_vec = np.linalg.eigh(force)
assert np.allclose(parent_f, [F_T] * 3 + [F_E] * 2 + [F_A], rtol=1e-12)
groups = [slice(0, 3), slice(3, 5), slice(5, 6)]
site_weight = np.array([np.sum(parent_vec[0, g] ** 2) for g in groups])
assert np.allclose(site_weight, [1 / 2, 1 / 3, 1 / 6], atol=1e-12)

# Labelled molecule by diagonalization of all six stretches
lam, vec, stretch = solve_sites(force, G13)
f_label = lam / G12
a1_index = [0, 3, 5]
kept_index = [1, 2, 4]
assert np.allclose(f_label[kept_index], [F_T, F_T, F_E], rtol=1e-12)
roots = secular_roots(F_T, F_E, F_A)
assert np.allclose(f_label[a1_index], roots, rtol=1e-11)
assert np.all(np.abs(vec[:2, kept_index]) < 1e-10)
assert np.isclose(np.prod(f_label[a1_index]), rho * F_A * F_E * F_T, rtol=1e-11)

# The explicit A1 block has the same roots
a1_force = np.array([[k, kt, 2 * kc], [kt, k, 2 * kc],
                     [2 * kc, 2 * kc, k + kt + 2 * kc]])
block_scale = np.diag([np.sqrt(rho), 1.0, 1.0])
block_f = np.linalg.eigvalsh(block_scale @ a1_force @ block_scale)
assert np.allclose(block_f, f_label[a1_index], rtol=1e-11)

# Symmetry labels from the permutations produced by the C4v operations
rot4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]], float)
mirror = np.diag([1.0, -1.0, 1.0])


def permutation(operation):
    return np.rint(directions @ operation @ directions.T)


operations = [np.linalg.matrix_power(rot4, n) @ s
              for n in range(4) for s in (np.eye(3), mirror)]
a1_projector = sum(permutation(op) for op in operations) / 8
assert np.isclose(np.trace(a1_projector), 3)
assert np.allclose(a1_projector @ vec[:, a1_index], vec[:, a1_index], atol=1e-10)
assert np.allclose(a1_projector @ vec[:, kept_index], 0, atol=1e-10)
b1 = vec[:, 4]
assert np.isclose(b1 @ permutation(rot4) @ b1, -1)
assert np.isclose(b1 @ permutation(mirror) @ b1, 1)
for column in (1, 2):
    e_vec = vec[:, column]
    assert np.isclose(e_vec @ permutation(rot4 @ rot4) @ e_vec, -1)


# The number of unchanged modes for other force constants
def count_unchanged(k_trans, k_cis):
    trial = site_force_matrix(k, k_trans, k_cis)
    old = np.linalg.eigvalsh(trial)
    new = solve_sites(trial, G13)[0] / G12
    return sum(np.min(np.abs(old - value)) < 1e-9 * k for value in new)


rng = np.random.default_rng(7)
for _ in range(30):
    assert count_unchanged(*rng.uniform(-80, 80, 2)) == 3
unchanged_example = count_unchanged(kt, kc)
unchanged_no_cis = count_unchanged(kt, 0.0)
assert unchanged_example == 3 and unchanged_no_cis == 4

# Small-label limit by a finite change of the kinetic energy
small = 1e-5
lam_small = solve_sites(force, G12 / (1 + small))[0]
parents = np.array([F_T, F_E, F_A])
nu_parent = wavenumber(G12 * parents)
slope = (wavenumber(lam_small[a1_index]) / nu_parent - 1) / small
assert np.allclose(slope, -site_weight / 2, rtol=1e-3)
nu_first = nu_parent * (1 - eps * site_weight / 2)

# Composition in bond-stretch coordinates, from vectors and from the formula
composition = np.empty((3, 3))
for row, column in enumerate(a1_index):
    unit = stretch[:, column] / np.linalg.norm(stretch[:, column])
    composition[row] = [np.sum((parent_vec[:, g].T @ unit) ** 2) for g in groups]
    predicted = np.array([1 / 2, 1 / 3, 1 / 6]) / (parents - roots[row]) ** 2
    assert np.allclose(composition[row], predicted / predicted.sum(), atol=1e-8)

# Infrared intensity along z relative to one parent T1u component
intensity = (stretch[0, a1_index] - stretch[1, a1_index]) ** 2 / (2 * G12)
assert np.isclose(intensity.sum(), (1 + rho) / 2, rtol=1e-11)
label_share = vec[0, a1_index] ** 2
nu_label = wavenumber(lam[a1_index])
nu_local = wavenumber(G12 * k)
local_shift = nu_local * (1 - np.sqrt(rho))

# Thirteen-atom harmonic model; bend constants in J/rad^2
r_mc, r_co = 2.06e-10, 1.15e-10
k_mc, k_mc_co = 200.0, 70.0
h_mco, h_cmc, stretch_bend = 0.5e-18, 0.5e-18, 1.0e-9
rows = []


def add_row(parts):
    row = np.zeros((13, 3))
    for atom, derivative in parts:
        row[atom] += derivative
    rows.append(row.ravel())


for i, u in enumerate(directions):
    add_row([(7 + i, u), (1 + i, -u)])
for i, u in enumerate(directions):
    add_row([(1 + i, u), (0, -u)])
bend_axes = []
for i, u in enumerate(directions):
    for p in np.eye(3):
        if abs(p @ u) < 0.5:
            add_row([(7 + i, p / r_co), (1 + i, -p / r_co - p / r_mc),
                     (0, p / r_mc)])
            bend_axes.append(p)
for i in range(6):
    for j in range(i + 1, 6):
        ui, uj = directions[i], directions[j]
        if abs(ui @ uj) < 0.5:
            add_row([(1 + i, -uj / r_mc), (1 + j, -ui / r_mc),
                     (0, (ui + uj) / r_mc)])
b_matrix = np.array(rows)
valence = np.diag([0.0] * 6 + [k_mc] * 6 + [h_mco] * 12 + [h_cmc] * 12)
valence[:6, :6] = force
for i in range(6):
    valence[i, 6 + i] = valence[6 + i, i] = k_mc_co
for n, p in enumerate(bend_axes):
    valence[:6, 12 + n] = valence[12 + n, :6] = stretch_bend * (directions @ p)
hessian = b_matrix.T @ valence @ b_matrix


def full_eigenvalues(first_carbon_mass):
    masses = np.array([m_metal, first_carbon_mass] + [m_c12] * 5 + [m_o16] * 6)
    scale = 1 / np.sqrt(np.repeat(masses * amu, 3))
    return np.linalg.eigvalsh(scale[:, None] * hessian * scale[None, :])


full_old, full_new = full_eigenvalues(m_c12), full_eigenvalues(m_c13)
assert np.all(np.abs(full_old[:6]) < 1e-9 * full_old[-1])
assert full_old[6] > 1e-5 * full_old[-1]
full_nu_old, full_nu_new = wavenumber(full_old[-6:]), wavenumber(full_new[-6:])
b1_shift = full_nu_new[4] - full_nu_old[3]
e_shift = full_nu_new[1:3].mean() - full_nu_old[:3].mean()
assert abs(b1_shift) < 1e-8
assert 1e-6 < abs(e_shift) < 0.1
factored = secular_roots(*(full_old[[-6, -3, -1]] / G12))
factoring_error = wavenumber(G12 * factored) - full_nu_new[a1_index]
assert np.max(np.abs(factoring_error)) < 0.1 * local_shift

# Other neglected effects, from rough inputs
anharmonic_drop = 26.0
anharmonic_error = anharmonic_drop * np.sqrt(rho) * (1 - np.sqrt(rho))
natural_c13 = 0.011
extra_label = 1 - (1 - natural_c13) ** 5
temperature = 298.15
low_nu = wavenumber(full_old[6:])
ground_population = np.prod(1 - np.exp(
    -const.h * const.c * 100 * low_nu / (const.k * temperature)))

print(f"k, kt, kc = {k:.0f}, {kt:.0f}, {kc:.0f} N/m")
print(f"masses 12C, 13C, 16O = {m_c12:.6f}, {m_c13:.6f}, {m_o16:.6f} u")
print(f"rho = {rho:.6f}, eps = {eps:.6f} (no unit)")
print(f"parent F: T1u {F_T:.0f}, Eg {F_E:.0f}, A1g {F_A:.0f} N/m")
names = ["T1u", "Eg", "A1g"]
for j in range(3):
    print(f"parent {names[j]}: {nu_parent[j]:.2f} cm^-1, "
          f"site weight {site_weight[j]:.4f}")
print(f"unchanged E pair: {wavenumber(lam[1]):.2f}, "
      f"{wavenumber(lam[2]):.2f} cm^-1")
print(f"unchanged B1: {wavenumber(lam[4]):.2f} cm^-1")
for j in range(3):
    print(f"A1 below {names[j]}: f {roots[j]:.3f} N/m, nu {nu_label[j]:.2f} cm^-1")
    print(f"  shift {nu_label[j] - nu_parent[j]:.2f} cm^-1, "
          f"first order {nu_first[j] - nu_parent[j]:.2f} cm^-1")
    print(f"  parts T1u, Eg, A1g: {composition[j, 0]:.4f}, "
          f"{composition[j, 1]:.4f}, {composition[j, 2]:.4f}")
    print(f"  share on 13CO {label_share[j]:.4f}, "
          f"relative IR intensity {intensity[j]:.4f}")
print(f"sum of A1 IR intensities: {intensity.sum():.4f} (parent component = 1)")
print(f"A1 product ratio: {np.prod(f_label[a1_index]) / np.prod(parents):.6f}")
print(f"isolated CO shift on labelling: {-local_shift:.2f} cm^-1")
print(f"unchanged modes: example {unchanged_example}, kc = 0 {unchanged_no_cis}")
print(f"13-atom model: metal mass {m_metal:.2f} u")
print(f"  M-C, C-O lengths {r_mc * 1e9:.3f}, {r_co * 1e9:.3f} nm")
print(f"  M-C stretch, MC/CO interaction {k_mc:.0f}, {k_mc_co:.0f} N/m")
print(f"  MCO, CMC bends {h_mco:.1e}, {h_cmc:.1e} J/rad^2")
print(f"  stretch-bend constant {stretch_bend:.1e} N/rad")
print(f"  parents T1u, Eg, A1g {full_nu_old[0]:.2f}, "
      f"{full_nu_old[3]:.2f}, {full_nu_old[5]:.2f} cm^-1")
print("  labelled A1 " + ", ".join(f"{x:.2f}" for x in full_nu_new[a1_index])
      + " cm^-1")
print("  CO-factoring error " + ", ".join(f"{x:.2f}" for x in factoring_error)
      + " cm^-1")
print(f"  E shift {e_shift:.5f} cm^-1")
print(f"  size of B1 shift below 1e-8 cm^-1: {abs(b1_shift) < 1e-8}")
print(f"rough anharmonic lowering of CO: {anharmonic_drop:.0f} cm^-1")
print(f"  resulting isotope-shift error {anharmonic_error:.2f} cm^-1")
print(f"rough natural 13C fraction: {100 * natural_c13:.1f} %")
print(f"  further 13C among five other CO: {100 * extra_label:.1f} %")
print(f"lowest vibration in 13-atom model: {low_nu[0]:.1f} cm^-1")
print(f"ground-state population at {temperature:.2f} K: "
      f"{100 * ground_population:.3f} %")
print("finished without a failed check")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 103, in <module>
    assert np.isclose(np.trace(a1_projector), 3)
AssertionError
```

Diagnosis: The fault was in the program: rounding the scalar products of CO directions gave +1 for the site reached by a symmetry operation, but also -1 for the site opposite it. The matrices were therefore not permutations, and the A1 projector built from them had the wrong trace. Only the +1 entries are now kept, and a new check requires every operation to send each site to exactly one site. The physics, the other tests and all tolerances are unchanged.

Repair:

```diff
@@ -95,9 +95,13 @@
 
 def permutation(operation):
-    return np.rint(directions @ operation @ directions.T)
+    """Entry (i, j) is 1 when the operation carries site j to site i."""
+    return (directions @ operation @ directions.T > 0.5).astype(float)
 
 
 operations = [np.linalg.matrix_power(rot4, n) @ s
               for n in range(4) for s in (np.eye(3), mirror)]
+for op in operations:
+    assert np.all(permutation(op).sum(axis=0) == 1)
+    assert np.all(permutation(op).sum(axis=1) == 1)
 a1_projector = sum(permutation(op) for op in operations) / 8
 assert np.isclose(np.trace(a1_projector), 3)
```

After the repair:

```
k, kt, kc = 1650, 60, 25 N/m
masses 12C, 13C, 16O = 12.000000, 13.003355, 15.994915 u
rho = 0.955914, eps = 0.046119 (no unit)
parent F: T1u 1590, Eg 1660, A1g 1810 N/m
parent T1u: 1983.95 cm^-1, site weight 0.5000
parent Eg: 2027.15 cm^-1, site weight 0.3333
parent A1g: 2116.76 cm^-1, site weight 0.1667
unchanged E pair: 1983.95, 1983.95 cm^-1
unchanged B1: 2027.15 cm^-1
A1 below T1u: f 1542.774 N/m, nu 1954.27 cm^-1
  shift -29.69 cm^-1, first order -22.87 cm^-1
  parts T1u, Eg, A1g: 0.8940, 0.0967, 0.0093
  share on 13CO 0.7951, relative IR intensity 0.8626
A1 below Eg: f 1644.402 N/m, nu 2017.61 cm^-1
  shift -9.55 cm^-1, first order -15.58 cm^-1
  parts T1u, Eg, A1g: 0.1093, 0.8867, 0.0039
  share on 13CO 0.1171, relative IR intensity 0.1088
A1 below A1g: f 1800.082 N/m, nu 2110.96 cm^-1
  shift -5.81 cm^-1, first order -8.14 cm^-1
  parts T1u, Eg, A1g: 0.0066, 0.0099, 0.9836
  share on 13CO 0.0878, relative IR intensity 0.0066
sum of A1 IR intensities: 0.9780 (parent component = 1)
A1 product ratio: 0.955914
isolated CO shift on labelling: -45.05 cm^-1
unchanged modes: example 3, kc = 0 4
13-atom model: metal mass 95.95 u
  M-C, C-O lengths 0.206, 0.115 nm
  M-C stretch, MC/CO interaction 200, 70 N/m
  MCO, CMC bends 5.0e-19, 5.0e-19 J/rad^2
  stretch-bend constant 1.0e-09 N/rad
  parents T1u, Eg, A1g 1975.67, 2018.34, 2108.31 cm^-1
  labelled A1 1945.25, 2008.76, 2102.43 cm^-1
  CO-factoring error 0.83, 0.12, 0.08 cm^-1
  E shift -0.00731 cm^-1
  size of B1 shift below 1e-8 cm^-1: True
rough anharmonic lowering of CO: 26 cm^-1
  resulting isotope-shift error 0.57 cm^-1
rough natural 13C fraction: 1.1 %
  further 13C among five other CO: 5.4 %
lowest vibration in 13-atom model: 82.5 cm^-1
ground-state population at 298.15 K: 0.001 %
finished without a failed check
```
